# Where the resistance drops during crystallisation of an amorphous solid

## Question

I anneal an amorphous semiconductor at constant temperature and interrupt the anneal at intervals to read the resistance at a fixed, lower temperature. On a logarithmic scale the resistance stays high, falls by several decades within a short time, and then flattens. I have been taking the middle of that fall as the moment when half of the volume is crystalline.

The optical reflectance of the same material also goes from an amorphous to a crystalline value, but its halfway point comes later. If both signals follow the same crystalline fraction, should their midpoints not coincide? Is one of the measurements wrong, or is my reading of the resistance wrong?

## Answer

Both measurements can be right. The reading of the resistance is what fails: it assumes that the logarithm of the resistance is halfway through its change when half of the volume is crystalline. When the crystal conducts far better than the glass, the logarithm of the resistance falls steeply when the crystalline grains first form a connected path between the contacts. That can happen well before half of the volume has crystallised.

Let $a$ and $c$ be the conductivities of the amorphous and crystalline phases at the reading temperature, $h=a/c$ their ratio, $f$ the crystalline volume fraction and $s$ the effective conductivity of the mixture. The results depend on conductivity ratios, so the choice of units drops out. I assume ohmic conduction, grains much smaller than the sample, no contact resistance and no insulating layers between grains.

### One grain in an average medium

Take a sphere of radius $R$ and conductivity $s_i$ in a medium of conductivity $s$, with a uniform field $E$ far away. The potential obeys Laplace's equation in each region, and the solutions with the angular dependence of the applied field are

$$V_{\rm in}=-A\,r\cos\theta,\qquad V_{\rm out}=-E\left(r-\frac{\beta R^3}{r^2}\right)\cos\theta .$$

The number $\beta$ measures the dipole that the sphere adds. Continuity of the potential at $r=R$ gives $A=E(1-\beta)$. Continuity of the radial current, with $\frac{d}{dr}(r-\beta R^3/r^2)=1+2\beta$ at $r=R$, gives $s_iA=sE(1+2\beta)$. Eliminating $A$,

$$s_i(1-\beta)=s(1+2\beta)\quad\Rightarrow\quad \beta=\frac{s_i-s}{s_i+2s}.$$

For $s_i=5s$ this is $4/7=0.5714$, which a numerical solution of the radial equation reproduces.

Bruggeman's theory treats every grain, of either phase, as such a sphere in a medium that already has the effective conductivity. The medium is chosen so that the grains add no dipole on average:

$$f\,\frac{c-s}{c+2s}+(1-f)\,\frac{a-s}{a+2s}=0 .$$

This is a mean-field approximation: it contains no information about which grains touch. Multiply by both denominators and use

$$(c-s)(a+2s)=ac+(2c-a)s-2s^2,$$
$$(a-s)(c+2s)=ac+(2a-c)s-2s^2 .$$

The weights $f$ and $1-f$ add to one, so the first and last terms survive unchanged. The coefficient of $s$ is

$$b=f(2c-a)+(1-f)(2a-c)=(3f-1)c+(2-3f)a .$$

Hence

$$2s^2-bs-ac=0,\qquad s=\frac{b+\sqrt{b^2+8ac}}{4},$$

where the positive root is taken because a conductivity is positive.

For small $h$ there are two regimes. Above $f=1/3$, $b$ is positive and the square root is close to $b$, so $s\simeq b/2\simeq(3f-1)c/2$: the crystal carries the current. Below $f=1/3$, $b\simeq-(1-3f)c$ is negative. Expanding the root, $\sqrt{b^2+8ac}\simeq|b|+4ac/|b|$, gives $s\simeq ac/|b|=a/(1-3f)$: the glass still limits the current. The change of regime at one third is the percolation threshold of this theory.

### The steepest point of the logarithmic curve

Put $x=b/\sqrt{8ac}$. The root becomes

$$s=\frac{\sqrt{8ac}}{4}\left(x+\sqrt{x^2+1}\right),\qquad \ln s=\operatorname{arsinh}x+\text{constant}.$$

The derivative of $\operatorname{arsinh}x$ is $1/\sqrt{x^2+1}$, and $db/df=3(c-a)$, so

$$\frac{d\ln s}{df}=\frac{3(c-a)}{\sqrt{b^2+8ac}} .$$

The numerator is constant, and the slope is largest where $b=0$:

$$f^*=\frac{1-2h}{3(1-h)},\qquad \left.\frac{d\ln s}{df}\right|_{f^*}=\frac{3(1-h)}{\sqrt{8h}} .$$

An interior maximum requires $f^*>0$, that is $h<1/2$. As $h\to0$ its position tends to $1/3$ and its height grows without limit. The slope has fallen to half its peak when $b^2=24ac$, which for small $h$ is a distance $\sqrt{24h}/3$ from $f^*$.

### "Midpoint" depends on the scale

The same equation tells where each kind of midpoint lies. Solve the quadratic for $b$, which gives $b=2s-ac/s$, and set $c=1$, $a=h$. Since $b=3f(1-h)-1+2h$,

$$3f(1-h)=1-2h+2s-\frac{h}{s}.$$

*Logarithmic midpoint.* Here $s=\sqrt h\equiv q$, and the right side is $1+q-2q^2=(1-q)(1+2q)$. Dividing by $3(1-q^2)$,

$$f_{\log}=\frac{1+2\sqrt h}{3(1+\sqrt h)} .$$

*Half the change of resistance on a linear scale.* The resistance is halfway when $1/s=(1+1/h)/2$, so $s=2h/(1+h)$. The right side becomes

$$1-2h+\frac{4h}{1+h}-\frac{1+h}{2}=\frac{1+4h-5h^2}{2(1+h)}=\frac{(1-h)(1+5h)}{2(1+h)},$$

and therefore $f_R=(1+5h)/[6(1+h)]$.

*Half the change of conductance on a linear scale.* Now $s=(1+h)/2$, and the right side is

$$2-h-\frac{2h}{1+h}=\frac{2-h-h^2}{1+h}=\frac{(1-h)(2+h)}{1+h},$$

so that $f_G=(2+h)/[3(1+h)]$.

For large contrast the three midpoints tend to $1/3$, $1/6$ and $2/3$. In this theory one sample thus has three "electrical midpoints", and none of them is at one half. On the logarithmic scale the midpoint and the steepest point merge as $h\to0$; on the linear scales the midpoints stay away from the threshold.

### Numbers for a large contrast

Take a model in which conduction in the glass needs an extra activation energy of 0.30 eV, with equal prefactors in both phases and a thermal energy of 0.025 eV at the reading temperature. Then

$$h=e^{-0.30/0.025}=e^{-12}=6.14\times10^{-6},$$

a resistance ratio of $1.63\times10^5$, or 5.21 decades. Bruggeman theory gives:

| $f$ | $\log_{10}(R/R_{\rm cryst})$ | part of logarithmic drop done |
|---|---|---|
| 0.20 | 4.81 | 0.08 |
| 0.30 | 4.21 | 0.19 |
| 1/3 | 2.76 | 0.47 |
| 0.40 | 1.00 | 0.81 |
| 0.50 | 0.60 | 0.88 |

At $f=1/3$, $b=a$ is negligible beside $\sqrt{8ac}$, so $s\simeq\sqrt{8ac}/4$ and $R/R_{\rm cryst}\simeq\sqrt{2/h}$, which is 2.76 decades. The limiting forms explain the other entries. At $f=0.5$, $s\simeq(1.5-1)c/2=c/4$, so the resistance is four times its final value and $\log_{10}4=0.60$. In this theory, 88% of the logarithmic drop is over when half of the volume is crystalline.

The steepest point is at $f=0.3333$ and the logarithmic midpoint at 0.3342. The peak slope is 428 per unit of $f$, and the half-height distance $\sqrt{24h}/3$ is about 0.004. Such a narrow peak is hardly moved when the curve is plotted against time instead of fraction: for grains growing at constant speed, the steepest fall in time is again at $f=0.3333$.

### Grains that grow into one another

The value one third belongs to an approximation. A definite growth geometry has its own threshold. Suppose that all nuclei appear at the start, at random positions with density $n$, and grow as spheres of common radius $r$ until they meet.

The crystallised region is then the union of overlapping spheres. To see that grains do not shield one another, let $A$ be the nucleus nearest to a point $X$, and let $P$ lie on the straight line between them. For any other nucleus $B$, the triangle inequality gives $|BP|\ge|BX|-|XP|\ge|AX|-|XP|=|AP|$. No other grain reaches the line before $A$ does, so $X$ crystallises when $r=|AX|$.

A point is still amorphous if no nucleus lies within $r$. For $N$ nuclei in a large volume $\Omega$ this has probability $(1-v/\Omega)^N\to e^{-nv}$, with $v=4\pi r^3/3$ and $n=N/\Omega$. Hence

$$f=1-\exp\left(-\tfrac{4\pi}{3}nr^3\right).$$

Random probing at $nv=0.5$ finds a fraction 0.392, against 0.393 from the formula.

Two grains touch when their centres are $2r$ apart. The contacts are connected at the smallest $r$ for which a chain of touching grains runs from one to the other. Searching for this chain in random samples gives

- 1000 spheres: $f=0.293\pm0.003$,
- 6000 spheres: $f=0.290\pm0.002$,

where the errors are standard errors of the mean over samples. Finite size may add a shift of its own; the two sizes agree within their statistical errors. The larger samples lie well over three standard errors below $1/3$, and that separation was tested.

### Does the resistance really fall at connection?

A connection threshold is geometry; that the resistance drops there is a separate claim. To test it, grains were grown on a grid of $24^3$ cells, each cell was given the conductivity $a$ or $c$, and Kirchhoff's equations were solved for the current. No effective-medium assumption enters.

Averaged over four samples, the conductance rises by 2.94 decades in a window of $\pm0.04$ in $f$ around the connection of each sample. In an equally wide window around $f=0.5$ it rises by 0.22 decades. In these samples the drop therefore accompanies connection, not half conversion.

The mean connection fraction in these samples is 0.258, lower than the 0.290 above. With four samples of 40 nuclei each this is not an estimate of the threshold for a large solid. Scatter, the small size and the coarse grid may all contribute to the difference; they were not examined separately. The mean logarithmic midpoint is also 0.258, each midpoint being located to about 0.005. This agreement in a few small samples does not show that the two coincide in a large sample at finite contrast.

### Why the optical signal behaves differently

If the grains are small compared with the wavelength, the field inside the mixture is quasi-static. The permittivity then takes the place of the conductivity in the equations above, and the averaging is the same. What differs is the contrast.

Take real permittivities $\epsilon_a=12$ and $\epsilon_c=18$. Their ratio is $h=2/3$, larger than $1/2$, so the slope of $\ln\epsilon$ has no interior peak. At $f=0$, $b=2\times12-18=6$ and the slope is

$$\frac{3(18-12)}{\sqrt{6^2+8\times12\times18}}=\frac{18}{42}=0.43 .$$

At $f=1$, $b=2\times18-12=24$ and it is $18/48=0.38$. Multiplying by $\epsilon$, the slope of the permittivity itself goes from 5.1 to 6.75. The permittivity rises smoothly, without a threshold, whereas the logarithm of the conductivity had a peak slope of 428.

The halfway permittivity follows from the formula for $f_G$ with $h=\epsilon_a/\epsilon_c$:

$$f_\epsilon=\frac{2\epsilon_c+\epsilon_a}{3(\epsilon_c+\epsilon_a)}=\frac{48}{90}=0.533 .$$

In the same grain structures that gave the electrical drop, 0.495 of the permittivity change is complete at this fraction, close to the predicted one half.

Reflectance adds a small shift. For the front surface of a transparent material at normal incidence, with no light returning from the back, it is $\mathcal R=[(m-1)/(m+1)]^2$, with refractive index $m=\sqrt\epsilon$. Then

$$\frac{d\mathcal R}{d\epsilon}=\frac{1}{2m}\,\frac{4(m-1)}{(m+1)^3}=\frac{2(m-1)}{m(m+1)^3}.$$

The logarithmic derivative of this with respect to $m$ is $\frac1{m-1}-\frac1m-\frac3{m+1}$, which is negative when $3m^2-4m-1>0$, that is for $m$ above about 1.55. Here $m$ exceeds 3, so the reflectance gained per unit of permittivity is largest at the start, and the reflectance reaches its midpoint before the permittivity does, at $f=0.48$. With an absorbing crystal, $\epsilon_c=18+10i$, the midpoint is at 0.52. Both are near one half and far from the electrical threshold. This is not general: for a metal-like crystal, $\epsilon_a=12+i$ and $\epsilon_c=-20+10i$, the same equations put the midpoint near 0.72. A thin film with interference needs its own calculation.

### From fractions to times

At constant growth speed $r$ is proportional to $t$. Since $-\ln(1-f)$ is proportional to $r^3$,

$$\frac{t_1}{t_2}=\left[\frac{\ln(1-f_1)}{\ln(1-f_2)}\right]^{1/3}.$$

For $f_1=1/3$ and $f_2=1/2$ this is $(0.405/0.693)^{1/3}=0.84$. For the connection of overlapping spheres it is 0.79, and for the halfway permittivity 1.03. The difference in fraction is compressed by the cube root, but in this growth model the optical midpoint still comes later.

With $n=10^{-7}$ nuclei per cubic angstrom, the grain radius is 93 Å (9.3 nm) at connection, 118 Å at half conversion and 122 Å at the halfway permittivity. Light of photon energy 0.80 eV has a vacuum wavelength of 15498 Å, so at the last radius

$$\frac{2\pi r\sqrt{\epsilon_c}}{\lambda}=\frac{2\pi\times122\times\sqrt{18}}{15498}=0.21,$$

which is small enough for the quasi-static treatment to be reasonable.

The error matters more for rate constants than for times. Suppose that the electrical drop occurs at the connection of overlapping spheres. If you write $f=1-e^{-Kt^3}$ and assign $f=1/2$ to that time, you overestimate $K$ by the factor $(1/0.79)^3\simeq2.0$.

### When the threshold is elsewhere

**Thin films.** If the grains span the film thickness and the current flows in the film plane, they act as discs in a plane. The dipole potential then falls as $1/r$, the factor $1+2\beta$ becomes $1+\beta$, and $2s$ is replaced by $s$ in the denominators of the Bruggeman condition. Repeating the expansion gives

$$s^2-b_2s-ac=0,\qquad b_2=(2f-1)c+(1-2f)a=(2f-1)(c-a).$$

The logarithmic slope peaks at $b_2=0$, which is $f=1/2$. In this approximation the drop does mark half conversion. Replacing $f$ by $1-f$ reverses the sign of $b_2$, so that $s(f)\,s(1-f)=ac$: the logarithmic curve is antisymmetric about its midpoint at $f=1/2$. In three dimensions the centre of antisymmetry is the steepest point $f^*$ instead: since $\operatorname{arsinh}x$ is odd and $x$ is linear in $f$, $s(f^*+d)\,s(f^*-d)=ac/2$ as long as both fractions lie between 0 and 1. The value $ac/2$ instead of $ac$ shows that this point is not the logarithmic midpoint. Overlapping discs, however, connect at $f=0.677\pm0.003$ in samples of 6000. If the drop accompanies connection, as it did in the three-dimensional grids, it then comes after half conversion. For the permittivity with the field in the film plane, the planar equation applies only if the field lines stay inside the film. It then gives $b_2=s-ac/s$. With the values 12 and 18 and the halfway value 15, this is $6(2f-1)=15-216/15=0.6$, so $f=0.55$. Unlike the current, the electric field also spreads into the air and the substrate. This weakens the depolarisation and moves the mixture towards the linear average, so the halfway point lies between $1/2$ and the confined value. The electrical drop of overlapping discs therefore comes after the halfway permittivity, and the order of the two signals can reverse when the grains span the film.

**Growth as a flat front.** If a crystalline layer advances from one contact to the other, the phases are in series and $R/R_{\rm cryst}=f+(1-f)/h$. The linear resistance is halfway at $f=1/2$, while the logarithmic fall is steepest at $f=1$, when the last glass disappears. If the layer grows along a surface that joins both contacts, the phases are in parallel, $s=fc+(1-f)a$, and the logarithmic fall is steepest at $f=0$.

**Other limits.** Insulating grain boundaries can keep touching grains from being electrically connected. Nuclei that continue to appear during growth produce unequal radii, for which the value 0.290 was not computed. If the resistance is recorded while the temperature rises, the activated conduction of the glass adds a fall that has nothing to do with crystallisation.

For your data, provided that the grain boundaries conduct, read the electrical drop as a sign that crystalline grains have connected across the sample, not as the moment of half conversion. To turn it into a crystalline fraction you need the growth geometry, or an independent measure of $f$. If no light returns from the back of the sample, the reflectance can supply one, provided that it probes the same volume as the current and that the relation between reflectance and $f$ is computed with the permittivities of your two phases; the correction was small for the values 12 and 18 or $18+10i$, but need not be for a metal-like crystal. For a thin film, interference must be included first. The remaining values are in the numerical output below.

## Computed results

```
Excess activation energy: 0.30 eV
Thermal energy: 0.025 eV
Conductivity ratio h: 6.144e-06 (no unit)
Resistance ratio 1/h: 1.628e+05 (no unit)
Dipole factor, sphere 5:1, numerical: 0.5714
Bruggeman 3D: f, log10(R/R_cryst), part of log drop done
  0.000  5.212  0.000
  0.100  5.057  0.030
  0.200  4.814  0.076
  0.300  4.212  0.192
  0.333  2.756  0.471
  0.400  1.000  0.808
  0.500  0.602  0.884
  0.700  0.260  0.950
  1.000  -0.000  1.000
Steepest log fall, 3D, numerical f: 0.3333
Steepest log fall, 3D, formula f: 0.333331
Peak slope d ln s/df, numerical: 427.9
Peak slope d ln s/df, formula: 427.9
Steepest log fall in time, f: 0.3333
Steepest log fall, 2D, f: 0.5000
Log-resistance midpoint f: 0.3342
Half linear resistance f: 0.1667
Half linear conductance f: 0.6667
Covered fraction at eta=0.5, probed: 0.3915
Covered fraction at eta=0.5, formula: 0.3935
Connection f, 1000 spheres: 0.2931 +/- 0.0032
Connection f, 6000 spheres: 0.2896 +/- 0.0024
Connection f, 1000 discs: 0.6672 +/- 0.0047
Connection f, 6000 discs: 0.6768 +/- 0.0032
Network: 4 samples, 40 nuclei, 24^3 voxels
Network connection f: 0.258
Network log midpoint f: 0.258
Gain, window +/-0.04 at connection: 2.94 decades
Gain, window +/-0.04 at f=0.5: 0.22 decades
Permittivities: 12 amorphous, 18 crystalline
Permittivity midpoint f: 0.5333
Network permittivity change done there: 0.495
Reflectance midpoint f, transparent: 0.4825
Reflectance midpoint f, 18+10i: 0.5179
Photon energy: 0.80 eV
Vacuum wavelength: 15498 angstrom
Nucleus density: 1.0e-07 per cubic angstrom
Radius at sphere connection: 93.5 angstrom; t/t(1/2) = 0.790
Radius at f=1/3: 98.9 angstrom; t/t(1/2) = 0.836
Radius at f=1/2: 118.3 angstrom; t/t(1/2) = 1.000
Radius at permittivity midpoint: 122.1 angstrom; t/t(1/2) = 1.032
Size parameter at optical midpoint: 0.210
```
